# Schottky barrier lowering at a metal surface: height and position: test program

```python
# Schottky lowering of the barrier at an ideal flat metal surface.
# Result under test, for an electron at distance x outside the metal:
#   U(x) = -e^2/(16 pi eps0 x) - e F x   has its maximum at
#   x_m = sqrt(e/(16 pi eps0 F)),  with  -U(x_m) = sqrt(e^3 F/(4 pi eps0)).
# e: elementary charge, eps0: vacuum permittivity,
# F: magnitude of the applied field, which pushes electrons outward.
# The numerical side starts from the charge induced on the surface.
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipk

ACCURACY = dict(epsabs=1e-13, epsrel=1e-11, limit=200)
COULOMB = e / (4 * pi * epsilon_0) * 1e9      # e^2/(4 pi eps0) in eV nm


def induced_density(r):
    """Size of induced charge per area; unit charge at unit height."""
    return 1 / (2 * pi * (1 + r * r) ** 1.5)


def induced_potential(rho, depth):
    """Potential of the induced charge, summed over charged rings."""
    def ring(r):
        span = (r + rho) ** 2 + depth ** 2
        charge = 2 * pi * r * induced_density(r)
        return charge * 2 / pi * ellipk(4 * r * rho / span) / np.sqrt(span)
    return quad(ring, 0, np.inf, **ACCURACY)[0]


# The induced charge must cancel the outside charge inside the metal.
total_induced = quad(lambda r: 2 * pi * r * induced_density(r),
                     0, np.inf, **ACCURACY)[0]
assert abs(total_induced - 1) < 1e-9
for rho, depth in [(0.0, 0.5), (0.7, 0.4), (2.0, 1.5)]:
    direct = 1 / np.hypot(rho, 1 + depth)
    assert abs(direct - induced_potential(rho, depth)) < 1e-8


def attraction(x):
    """Force toward the metal in eV/nm, summed over induced charge."""
    def ring_force(t):                        # ring radius is t*x
        return 2 * pi * t * induced_density(t) / (1 + t * t) ** 1.5
    return COULOMB / x**2 * quad(ring_force, 0, np.inf, **ACCURACY)[0]


def image_energy(x):
    """Minus the work needed to take the electron from x to infinity."""
    return -quad(lambda s: x * attraction(s * x), 1, np.inf, **ACCURACY)[0]


def barrier_top(field, factor=1.0):
    """Numerical maximum: position in nm and lowering in eV."""
    force = field * 1e-9                      # eF in eV/nm
    found = minimize_scalar(
        lambda x: -(factor * image_energy(x) - force * x),
        bounds=(0.1, 100.0), method="bounded", options={"xatol": 1e-8})
    return found.x, found.fun


def formula_position(field):
    return np.sqrt(e / (16 * pi * epsilon_0 * field)) * 1e9


def formula_lowering_joule(field):
    return np.sqrt(e**3 * field / (4 * pi * epsilon_0))


image_constant = e / (16 * pi * epsilon_0) * 1e9
for x in (0.5, 2.0, 10.0):
    assert np.isclose(attraction(x), image_constant / x**2, rtol=1e-8)
    assert np.isclose(image_energy(x), -image_constant / x, rtol=1e-8)
    fixed_pair = -COULOMB / (2 * x)
    assert np.isclose(image_energy(x) / fixed_pair, 0.5, rtol=1e-8)

# Position tolerance allows for the flat top of the barrier.
fields = [1e6, 1e7, 1e8, 1e9]
tops = {}
for field in fields:
    tops[field] = barrier_top(field)
    assert np.isclose(tops[field][0], formula_position(field), rtol=1e-4)
    assert np.isclose(tops[field][1], formula_lowering_joule(field) / e,
                      rtol=1e-8)

F = 1e8
force = F * 1e-9
x_m = formula_position(F)
lowering_joule = formula_lowering_joule(F)
lowering = lowering_joule / e
image_part = image_energy(x_m)
field_part = -force * x_m
assert np.isclose(image_part, field_part, rtol=1e-8)
assert np.isclose(attraction(x_m), force, rtol=1e-8)
assert abs(lowering - 0.38) < 0.005 and abs(x_m - 1.9) < 0.05

samples = [0.5, 1.0, x_m, 4.0, 8.0]
energies = [image_energy(x) - force * x for x in samples]
assert np.argmax(energies) == 2

wrong_x, wrong_lowering = barrier_top(F, factor=2.0)
assert np.isclose(wrong_x / x_m, np.sqrt(2), rtol=1e-4)
assert np.isclose(wrong_lowering / lowering, np.sqrt(2), rtol=1e-8)

print(f"elementary charge e = {e:.6e} C")
print(f"vacuum permittivity eps0 = {epsilon_0:.6e} F/m")
print(f"applied field F = {F:.1e} V/m")
print(f"e^2/(16 pi eps0) = {image_constant:.5f} eV nm")
print(f"applied force eF = {force:.4f} eV/nm")
print(f"position of maximum, formula = {x_m:.4f} nm")
print(f"position of maximum, numerical = {tops[F][0]:.4f} nm")
print(f"position of maximum, formula = {x_m * 1e-9:.4e} m")
print(f"barrier lowering, formula = {lowering:.5f} eV")
print(f"barrier lowering, numerical = {tops[F][1]:.5f} eV")
print(f"barrier lowering, formula = {lowering_joule:.4e} J")
print(f"image energy at maximum = {image_part:.5f} eV")
print(f"field energy at maximum = {field_part:.5f} eV")
print("Energy relative to zero-field vacuum level:")
for x, energy in zip(samples, energies):
    print(f"  x = {x:.4f} nm: U = {energy:.4f} eV")
print("Numerical barrier top at several fields:")
for field in fields:
    position, drop = tops[field]
    print(f"  F = {field:.0e} V/m: x_m = {position:.3f} nm, "
          f"lowering = {drop:.4f} eV")
print("Erroneous result with fixed-pair energy:")
print(f"  position = {wrong_x:.3f} nm")
print(f"  lowering = {wrong_lowering:.4f} eV")
print("OK")
```

Running it gives:

```
elementary charge e = 1.602177e-19 C
vacuum permittivity eps0 = 8.854188e-12 F/m
applied field F = 1.0e+08 V/m
e^2/(16 pi eps0) = 0.35999 eV nm
applied force eF = 0.1000 eV/nm
position of maximum, formula = 1.8973 nm
position of maximum, numerical = 1.8973 nm
position of maximum, formula = 1.8973e-09 m
barrier lowering, formula = 0.37947 eV
barrier lowering, numerical = 0.37947 eV
barrier lowering, formula = 6.0798e-20 J
image energy at maximum = -0.18973 eV
field energy at maximum = -0.18973 eV
Energy relative to zero-field vacuum level:
  x = 0.5000 nm: U = -0.7700 eV
  x = 1.0000 nm: U = -0.4600 eV
  x = 1.8973 nm: U = -0.3795 eV
  x = 4.0000 nm: U = -0.4900 eV
  x = 8.0000 nm: U = -0.8450 eV
Numerical barrier top at several fields:
  F = 1e+06 V/m: x_m = 18.973 nm, lowering = 0.0379 eV
  F = 1e+07 V/m: x_m = 6.000 nm, lowering = 0.1200 eV
  F = 1e+08 V/m: x_m = 1.897 nm, lowering = 0.3795 eV
  F = 1e+09 V/m: x_m = 0.600 nm, lowering = 1.2000 eV
Erroneous result with fixed-pair energy:
  position = 2.683 nm
  lowering = 0.5366 eV
OK
```
